# Hyperfine Attenuation of Nuclear Orientation in One-Electron Recoil Ions, part 2

Gamma rays are observed from one-electron ions recoiling in vacuum. The hyperfine coupling attenuates the nuclear orientation, and the task is to find the attenuation factor $G_k(t)$ for each tensor rank $k$, with $0\le k\le 2I$.

An ion leaves a foil at $t=0$ and stays in its 1s doublet, without collisions or external fields. Time $t$ is measured in the ion's rest frame. The nucleus is a point with charge $Z$, spin $\mathbf I$ and $g$-factor $g$. The electron doublet has angular momentum $\mathbf S=\boldsymbol\sigma/2$, where $\boldsymbol\sigma$ are the Pauli matrices.

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The hyperfine operator, with coupling $A$, and the angular frequency $\omega$ are

$$H_{\rm hf}=A\,\mathbf I\cdot\mathbf S,\qquad \omega=\frac{A(2I+1)}2=\frac23g\alpha^2\frac{m_e}{m_p}Z^3(2I+1)R,$$

with $R=1/[\gamma(2\gamma-1)]$ and $\gamma=\sqrt{1-Z^2\alpha^2}$. Here $m_e/m_p$ is the electron/proton mass ratio. The nonrelativistic frequency omits the factor $R$.

The total angular momentum is $F=I\pm1/2$. The eigenvalues of $\mathbf I\cdot\boldsymbol\sigma$ are $I$ for $F=I+1/2$ and $-(I+1)$ for $F=I-1/2$.

Initially the nucleus has density matrix $\rho_N$, and the electron is unpolarized and uncorrelated with it. Nuclear orientation is described by spherical tensor operators $T_{kq}$, built from $\mathbf I$, with rank $k$ and component $q$. With $U=e^{-iH_{\rm hf}t}$, and with $\mathrm{Tr}_N$ and $\mathrm{Tr}_e$ the traces over nucleus and electron,

$$\langle T_{kq}\rangle_t=\mathrm{Tr}_N\left[\rho_N\,\tfrac12\mathrm{Tr}_e\left(U^\dagger T_{kq}U\right)\right].$$

It is to be shown that $\tfrac12\mathrm{Tr}_e(U^\dagger T_{kq}U)$ equals $G_k(t)T_{kq}$. The result is expressed through

$$b_k=\frac{k(k+1)}{(2I+1)^2}.$$

The constant $1-b_k$ is called the hard core.

The worked example uses $Z=12$, $I=2$, $g=0.5$, nuclear mean life $\tau=2$ ps and ion speed $0.05c$.

### The evolution operator

Define

$$K=\frac{2\mathbf I\cdot\boldsymbol\sigma+1}{2I+1}.$$

The eigenvalues quoted above make the numerator $2I+1$ or $-(2I+1)$. Thus $K$ has eigenvalues $\pm1$, and $K^2=1$. Solving the definition for $\mathbf I\cdot\boldsymbol\sigma$ gives

$$H_{\rm hf}=\frac A2\,\mathbf I\cdot\boldsymbol\sigma=\frac A4\left[(2I+1)K-1\right]=\frac\omega2K-\frac A4 .$$

The constant $-A/4$ produces a phase that cancels between $U^\dagger$ and $U$. Since $K^2=1$, the exponential series separates into even and odd powers. Up to that phase,

$$U=C-iKs,\qquad C=\cos\frac{\omega t}2,\qquad s=\sin\frac{\omega t}2.$$

Writing $T$ for $T_{kq}$,

$$U^\dagger TU=(C+iKs)T(C-iKs)=C^2T+s^2KTK+iCs(KT-TK).$$

### The electron trace

The Pauli matrices are traceless, so $\mathrm{Tr}_eK=2/(2I+1)$, a number. Because $T$ acts on the nucleus alone, the trace of $KT-TK$ is the commutator of this number with $T$, which is zero.

In $KTK$, the terms linear in $\boldsymbol\sigma$ also vanish. The quadratic term uses $\mathrm{Tr}(\sigma_i\sigma_j)=2\delta_{ij}$:

$$\frac12\mathrm{Tr}_e(KTK)=\frac1{(2I+1)^2}\left(T+4\sum_iI_iTI_i\right).$$

The remaining sum follows from a double commutator. Expansion gives

$$\sum_i[I_i,[I_i,T]]=2I(I+1)T-2\sum_iI_iTI_i .$$

The left side is also fixed by the definition of a spherical tensor:

$$[I_z,T_{kq}]=qT_{kq},\qquad [I_\pm,T_{kq}]=\sqrt{k(k+1)-q(q\pm1)}\,T_{k,q\pm1}.$$

The $z$ part of the double commutator contributes $q^2$. The $x$ and $y$ parts together equal half the sum of the two orderings of $I_+$ and $I_-$, and contribute

$$\frac12\left[k(k+1)-q(q-1)+k(k+1)-q(q+1)\right]=k(k+1)-q^2.$$

The total is $k(k+1)$, independent of $q$. Therefore

$$\sum_iI_iTI_i=\left[I(I+1)-\frac{k(k+1)}2\right]T.$$

Insert this and use $1+4I(I+1)=(2I+1)^2$:

$$\frac12\mathrm{Tr}_e(KTK)=\left[1-\frac{2k(k+1)}{(2I+1)^2}\right]T=(1-2b_k)T.$$

The attenuation factor is then

$$G_k(t)=C^2+(1-2b_k)s^2=1-2b_k\sin^2\frac{\omega t}2=1-b_k(1-\cos\omega t).$$

Numerical evolution of the coupled system agreed with this for every rank and every $q\ge0$, at three times, for $I=1/2$, 1, $3/2$, 2, 3 and $9/2$.

### Meaning and limits

For $k=0$ the factor is 1, which is conservation of probability. At short times $G_k\simeq1-b_k\omega^2t^2/2$: the loss starts quadratically and is larger for higher rank. For $I=1/2$ and $k=1$, $b_1=1/2$ and $G_1=(1+\cos\omega t)/2$. The nuclear polarization then vanishes at half a period and returns in full after one period.

The largest rank, $k=2I$, has $b_k=2I/(2I+1)$. The hard core is consequently at least $1/(2I+1)$ and remains positive. The minimum of the oscillation, $1-2b_k$, can be negative, which reverses the sign of that orientation component.

The hard core is the part of the orientation that does not evolve. In the basis of total $F$, matrix elements of $T$ between states of equal $F$ are stationary, while those between different $F$ oscillate at $\omega$. The numerical stationary weight agreed with $1-b_k$ for $I=2$ and $k=1$ to 4. For one frequency $G_k$ is periodic, so it does not settle at the hard core as time passes. An average is needed.

The derivation requires an unpolarized electron. For polarization vector $\mathbf P$, the electron density matrix is $(1+\mathbf P\cdot\boldsymbol\sigma)/2$. The terms of $KTK$ linear in $\boldsymbol\sigma$ then survive and contribute

$$\frac{2s^2}{(2I+1)^2}\left[(\mathbf P\cdot\mathbf I)T+T(\mathbf P\cdot\mathbf I)\right],$$

together with other terms in $\mathbf P$. A product of a vector and a rank-$k$ tensor can contain neighbouring ranks. For a fully polarized electron, $I=2$ and initial operator $T_{20}$, the numerical evolution did produce a rank-one part. One factor per rank is then in general insufficient, and the joint density matrix should be evolved.

### Averages over time

If all decays in vacuum are accepted and the nuclear mean life is $\tau$, the normalized decay-time distribution is $e^{-t/\tau}/\tau$. The cosine average is

$$\frac1\tau\int_0^\infty e^{-t/\tau}\cos\omega t\,dt=\mathrm{Re}\,\frac1{1-i\omega\tau}=\frac1{1+\omega^2\tau^2},$$

and hence

$$\overline G_k=1-b_k\frac{\omega^2\tau^2}{1+\omega^2\tau^2}.$$

Direct integration of the spectral signal agreed with this formula at one value of $\omega\tau$ for $I=2$. The excess over the hard core is $b_k/(1+\omega^2\tau^2)$, which gives a quantitative criterion for replacing the average by the constant.

This average also shows when the measurement responds to $g$. At fixed $\tau$,

$$\frac{d\overline G_k}{d\ln|g|}=-2b_k\frac{\omega^2\tau^2}{(1+\omega^2\tau^2)^2}.$$

The magnitude is greatest at $|\omega|\tau=1$ and falls as $1/(\omega\tau)^2$ for rapid precession. Near the hard core, a lifetime-averaged distribution therefore says little about $g$.

For decays selected at a nominal time $t$ with a Gaussian timing spread of standard deviation $\delta$, averaging $\cos\omega(t+u)$ over the symmetric distribution of $u$ gives

$$G_k\rightarrow1-b_k\left(1-e^{-\omega^2\delta^2/2}\cos\omega t\right).$$

The hard core is reached for $|\omega|\delta\gg1$, while a small $|\omega|\delta$ leaves the oscillation visible. The formula requires $t$ to be several times $\delta$, because no decay in vacuum occurs before $t=0$, where the Gaussian would otherwise be cut off. This expression neglects the change of the nuclear decay weight across the timing window. Multiplying the Gaussian by $e^{-u/\tau}$ moves its centre to $u=-\delta^2/\tau$ and leaves its width unchanged, so the phase of the cosine shifts by $-\omega\delta^2/\tau$. The neglect is justified when $|\omega|\delta^2/\tau\ll1$.

### The angular distribution

Let the initial nuclear state be axially symmetric about the beam, so only $q=0$ tensors occur. Without polarization detection, the photon detector is axially symmetric about its own direction. Rotating its rank-$k$ part by the angle $\theta$ between beam and photon gives $P_k(\cos\theta)$ as the coefficient of the $q=0$ component. Emission is linear in the nuclear density matrix, and thus

$$W(\theta,t)=\sum_ka_kG_k(t)P_k(\cos\theta),$$

normalized to a mean of 1 over the sphere. The coefficients $a_k$ contain the initial orientation and the radiation pattern. The hyperfine levels must not be resolved in the photon energy. The nuclear decay rate is taken to be the same for all substates, so its exponential cancels from the distribution at fixed $t$. Angles and intensities here refer to the ion's rest frame. For a laboratory distribution, the Lorentz transformation must be applied both to the angle and to the photon number per unit solid angle; at $0.05c$ the latter rises by about 10 percent in the forward direction.

Consider $I=2$ with the nucleus initially in $m=0$, followed by an electric quadrupole transition to a spin-0 state. The final nucleus carries no angular momentum, so a photon of helicity $\pm1$ can be emitted only from the component of the nuclear state with projection $\pm1$ along the photon direction. The overlap of that component with the state $m=0$ along the beam is a rotation-matrix element proportional to $Y_{2,\pm1}(\theta,0)$, that is to $\sin\theta\cos\theta$. The pattern is therefore proportional to $\sin^2\theta\cos^2\theta$. With $x=\cos\theta$, the mean of $x^2-x^4$ over the sphere is $1/3-1/5=2/15$. The normalized pattern is

$$W(\theta,0)=\frac{15}2(x^2-x^4).$$

Using

$$x^2=\frac{1+2P_2}3,\qquad x^4=\frac15+\frac47P_2+\frac8{35}P_4,$$

one finds

$$W(\theta,0)=1+\frac57P_2-\frac{12}7P_4.$$

Thus $a_2=5/7$ and $a_4=-12/7$. Calculating the photon pattern directly from the evolved density matrix agreed with the attenuated Legendre series at four times and four angles.

### Worked example

The model parameters are $Z=12$, $I=2$, $g=0.5$, $\tau=2$ ps and ion speed $0.05c$. The speed serves only to convert time to distance, and all ions are assumed to be in the 1s state. A real beam at this speed is far from that: $0.05c$ is only 0.57 of the 1s orbital speed $Z\alpha c$, and empirical stripping formulas give a mean charge near 9 after a carbon foil, with roughly 5 percent one-electron ions and three-electron ions dominant. One-electron ions become about half of the beam near $0.09c$. The nonrelativistic frequency is

$$\omega_{\rm nr}=\frac23(0.5)(0.00729735)^2(5.44617\times10^{-4})(12^3)(5)=8.352\times10^{-5}$$

atomic units. Multiplication by $R=1.01163$ gives $\omega=8.450\times10^{-5}$ atomic units, or 3.493 rad/ps. These digits belong to the point-nucleus model: finite nuclear size and magnetization lower the value by about 0.2 percent, and the electron's anomalous moment raises it by about 0.1 percent. The period is $2\pi/3.493=1.799$ ps.

The laboratory distance per period includes time dilation:

$$d=\frac{0.05\,c\,(1.799\ \mathrm{ps})}{\sqrt{1-0.05^2}}=27.0\ \mu\mathrm m.$$

A flight-distance scan must resolve a fraction of this length to follow the cosine.

For rank 2, $b_2=6/25=0.24$ and the hard core is 0.76. For rank 4, $b_4=20/25=0.80$ and the hard core is 0.20. At 0.5 ps the phase is $3.493\times0.5=1.747$ rad, whose cosine is $-0.175$. Then

$$G_2=1-0.24(1.175)=0.718,\qquad G_4=1-0.80(1.175)=0.060.$$

At 1 ps the factors are 0.535 and $-0.551$. The rank-4 component has changed sign, while the rank-2 component has not.

At $\theta=45^\circ$, $P_2=1/4$ and $P_4=-13/32$. The distribution there is

$$W=1+\frac5{28}G_2+\frac{39}{56}G_4 .$$

It starts at 1.875. At half a period, $G_2=0.52$ and $G_4=-0.60$, which gives $W=0.675$. The direction that was favoured at the start is then below the spherical mean. With the two hard-core values, $W=1.275$.

For the lifetime average, $\omega\tau=6.99$, and the excess factor is $1/(1+6.99^2)=0.0201$. Hence $\overline G_2=0.76+0.24(0.0201)=0.765$ and $\overline G_4=0.20+0.80(0.0201)=0.216$. The resulting $W(45^\circ)=1.287$ exceeds the hard-core value by about 1 percent of that value. At this angle the constant factors suffice at the percent level. At $0^\circ$ and $90^\circ$ the distribution differs from its hard-core value by 2 percent, and the rank-4 factor alone differs by 8 percent. For decays selected near half a period the constant factors would give $W(45^\circ)=1.275$ where the model gives 0.675.

### Implementation

1. Compute $\omega$ with $R$, and divide by the atomic unit of time to obtain rad/s. The cosine takes this angular frequency; the cyclic frequency is $\omega/(2\pi)$.
2. Convert a laboratory distance $d$ to ion time by $t=d\sqrt{1-v^2/c^2}/v$, where $v$ is the ion speed.
3. Apply one factor to each rank before summing the Legendre series. When several ranks are present, a common factor for the whole anisotropy is in general wrong, because $b_k$ depends on $k$.
4. Average the factors over the accepted decay times. Use the hard core where the remaining cosine average is negligible for the required accuracy.
5. Evolve the full density matrix instead if the electron is polarized, if excited states persist during the flight, or if an external field acts.

The numbers of the example hold for a pure 1s ensemble and a point nucleus.

## Computed values

```
Nuclear charge Z: 12
Nuclear spin I: 2
Nuclear g-factor: 0.5
Mean life tau: 2.0 ps
Ion speed: 0.05 c
Fine-structure constant: 0.00729735
Electron/proton mass ratio: 5.4461702e-04
Z*alpha: 0.08757
gamma: 0.996159
Relativistic factor R: 1.01163
Relativistic factor R at Z = 40: 1.1453
Coupling A with R: 3.3798e-05 hartree
omega without R: 8.3525e-05 atomic units
omega with R: 8.4496e-05 atomic units
omega with R, converted: 3.4932 rad/ps
Period: 1.7987 ps
Laboratory flight distance per period: 27.00 micrometre
omega*tau: 6.9864
k=2: depth b = 0.2400, hard core = 0.7600
k=2: minimum of G = 0.5200
k=2: G at 0.5 ps = 0.7180
k=2: G at 1.0 ps = 0.5347
k=2: lifetime average = 0.7648
k=2: initial Legendre coefficient a = 0.71429
k=4: depth b = 0.8000, hard core = 0.2000
k=4: minimum of G = -0.6000
k=4: G at 0.5 ps = 0.0601
k=4: G at 1.0 ps = -0.5511
k=4: lifetime average = 0.2161
k=4: initial Legendre coefficient a = -1.71429
W(45 deg) at t=0: 1.8750
W(45 deg) at half period: 0.6750
W(45 deg) hard core: 1.2750
W(45 deg) lifetime average: 1.2870
Hydrogen 1s hyperfine splitting, this theory: 1.4213 GHz
```
